# Dividing an Rf Voltage Between Two Unequal Capacitive Sheaths

## Problem

A plasma fills the space between a small driven electrode, labelled 1, and a large grounded electrode, labelled 2. Their areas are $A_1=100\ \mathrm{cm^2}$ and $A_2=300\ \mathrm{cm^2}$. A sheath separates the plasma from each electrode. The rf voltage between the electrodes has amplitude $V=500\ \mathrm{V}$ and frequency $f=13.56\ \mathrm{MHz}$. All amplitudes here are peak values, not peak-to-peak or rms values.

Treat each sheath as a linear capacitor. The areas alone do not determine the capacitances, so the thicknesses must be given too: take both sheaths to be $s=5.0\ \mathrm{mm}$ thick throughout the cycle. The generator is connected to electrode 1 through a blocking capacitor, and $V$ is measured after that capacitor. There are no other walls that collect current.

(a) Find the two capacitances and the amplitude across each sheath.

(b) Find the rf current amplitude.

(c) Estimate the voltage across the bulk plasma, which part (a) neglects. The bulk is 50 mm long, half of it with area $A_1$ and half with area $A_2$. Its electron density is $n=5.0\times10^{15}\ \mathrm{m^{-3}}$, and collisions are neglected.

(d) Find the dc self-bias of electrode 1, first to leading order and then with a correction for an electron temperature $T=3.0\ \mathrm{V}$ (temperature expressed as a voltage). The random electron flux at the sheath edge is $K=200$ times the ion flux at both electrodes.

These are round model parameters, not data for a particular gas.

## Hints

1. In a sheath of fixed thickness with steady ion charge and no electrons, what does Gauss's law say about the time-varying part of the field?
2. The plasma stores no growing net charge. How are the currents through the two sheaths related?
3. For (c), find the current that an oscillating field drives in free electrons, and add the displacement current. The sum can be written with an effective permittivity.
4. For (d), a capacitor passes no mean current in a periodic state. Ions reach an electrode steadily, so electrons must reach it too. At what moment in the cycle can they do so?

## Solution

### (a) Capacitances and voltage division

Let $x$ run across a sheath and let $\rho(x)$ be its steady ion charge density. Gauss's law is

$$\frac{\partial E}{\partial x}=\frac{\rho(x)}{\varepsilon_0}.$$

The right side does not depend on time. If $E$ is split into a mean part and an oscillating part $\tilde E$, the oscillating part must satisfy $\partial\tilde E/\partial x=0$. It is uniform across the sheath, although the mean field is not. The oscillating voltage is therefore $\tilde u=s\tilde E$, and the displacement current is

$$I=\varepsilon_0A\frac{d\tilde E}{dt}=\frac{\varepsilon_0A}{s}\frac{d\tilde u}{dt}.$$

This is the law of a capacitor with

$$C_k=\frac{\varepsilon_0A_k}{s_k},\qquad k=1,2.$$

The capacitor is linear because $s_k$ has been held fixed. In a sheath whose edge moves during the cycle, $C_k$ would vary with the voltage.

With areas in square metres and thickness in metres,

$$C_1=\frac{(8.854\times10^{-12})(0.0100)}{0.0050}\ \mathrm{F}=17.71\ \mathrm{pF},$$

and three times the area gives $C_2=53.13\ \mathrm{pF}$.

Define the sheath voltage $u_k$ as plasma potential minus electrode potential. The current from the plasma to electrode $k$ is then $C_k\,d\tilde u_k/dt$. These two currents add to zero, because the plasma does not accumulate charge:

$$C_1\frac{d\tilde u_1}{dt}+C_2\frac{d\tilde u_2}{dt}=0.$$

Conduction currents have been left out here; the charge they carry in a cycle is examined after part (d). Integration gives $C_1\tilde u_1+C_2\tilde u_2=\text{constant}$. Both oscillating voltages have zero mean, so the constant is zero and

$$\tilde u_2=-\frac{C_1}{C_2}\tilde u_1.$$

Electrode 2 is at zero potential, so $u_2$ is the plasma potential. The potential of electrode 1 is the plasma potential minus $u_1$, that is, $u_2-u_1$. Its oscillating part is the applied voltage:

$$\tilde u_2-\tilde u_1=V\cos\omega t.$$

Substituting for $\tilde u_2$,

$$-\left(\frac{C_1}{C_2}+1\right)\tilde u_1=V\cos\omega t,$$

and hence

$$\tilde u_1=-V_1\cos\omega t,\qquad V_1=\frac{C_2}{C_1+C_2}V,$$

$$\tilde u_2=+V_2\cos\omega t,\qquad V_2=\frac{C_1}{C_1+C_2}V.$$

The opposite signs follow from measuring both voltages from the plasma outwards. Along a single path from electrode 1 to electrode 2 the two drops have the same sign, and their amplitudes add to $V$.

Dividing the amplitudes and inserting the capacitances gives

$$\frac{V_1}{V_2}=\frac{C_2}{C_1}=\frac{A_2}{A_1}\frac{s_1}{s_2}.$$

The same charge oscillates on both capacitors, so the smaller capacitance needs the larger voltage. For equal thicknesses,

$$V_1=\frac{A_2}{A_1+A_2}V=\frac{300}{400}(500\ \mathrm{V})=375\ \mathrm{V},$$

$$V_2=\frac{A_1}{A_1+A_2}V=\frac{100}{400}(500\ \mathrm{V})=125\ \mathrm{V}.$$

The small electrode takes three quarters of the amplitude. Equal areas would give 250 V each. If $A_2$ became very large at fixed $A_1$ and equal thicknesses, $V_1$ would approach the full 500 V.

The rf field amplitudes are $V_1/s=75\ \mathrm{V/mm}$ and $V_2/s=25\ \mathrm{V/mm}$. Their ratio is the inverse area ratio, since the same displacement current is spread over one third of the area at electrode 1.

### (b) Current

The series capacitance is

$$C=\frac{C_1C_2}{C_1+C_2}=\frac{(17.71)(53.13)}{70.84}\ \mathrm{pF}=13.28\ \mathrm{pF}.$$

Differentiating a sinusoidal voltage multiplies its amplitude by $\omega=2\pi f=8.520\times10^7\ \mathrm{rad/s}$. The current amplitude is therefore

$$I_0=\omega CV=(8.520\times10^7)(13.28\times10^{-12})(500)\ \mathrm{A}=0.566\ \mathrm{A}.$$

The frequency sets the current but cancels from the voltage division, as long as both sheaths are purely capacitive and the bulk drop is negligible.

### (c) The bulk plasma

Write the oscillating bulk field as the real part of $\hat E e^{i\omega t}$. For an electron of charge $-e$ and mass $m$, without collisions,

$$i\omega m\hat v=-e\hat E,\qquad \hat v=-\frac{e\hat E}{i\omega m}.$$

The electron current density is $-en\hat v=ne^2\hat E/(i\omega m)$. Adding the displacement current density $i\omega\varepsilon_0\hat E$ and using $1/i=-i$,

$$\hat\jmath=i\omega\varepsilon_0\left(1-\frac{\omega_p^2}{\omega^2}\right)\hat E,\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m}.$$

The bracket is the relative permittivity $\varepsilon_b$. Here it is $-2191$. Its large magnitude means that a weak field carries the current. Its negative sign means that this field is opposite in phase to the sheath fields: the electron inertia acts as an inductance.

For current amplitude $I_0$, a layer of thickness $d$, area $A$ and relative permittivity $\varepsilon$ has the signed drop $I_0d/(\omega\varepsilon_0\varepsilon A)$. The two sheaths together give

$$V_1+V_2=\frac{I_0s}{\omega\varepsilon_0}\left(\frac1{A_1}+\frac1{A_2}\right),$$

and the two halves of the bulk, each of length $L/2$, give

$$V_b=\frac{I_0L}{2\omega\varepsilon_0\varepsilon_b}\left(\frac1{A_1}+\frac1{A_2}\right).$$

The current and the area factor cancel in the ratio:

$$\frac{V_b}{V_1+V_2}=\frac{L}{2\varepsilon_bs}=\frac{50}{2(-2191)(5.0)}=-0.0023.$$

The bulk drop is about $-1.1\ \mathrm{V}$. Since $V_1+V_2+V_b=500\ \mathrm{V}$, the sheath amplitudes must add to slightly more than 500 V. A numerical solution of the field equation through both sheaths and the bulk gives 375.9 V and 125.3 V. Each is 0.2% above the value in part (a), and their ratio remains 3 because the bulk carries the same current as both sheaths.

The neglect of the bulk is justified for these parameters. It would fail if $|\varepsilon_b|$ were not large compared with $L/(2s)=5$, and this happens well below $\omega_p$. Here $\omega=0.021\,\omega_p$. Since $V_1+V_2=V/[1+L/(2\varepsilon_bs)]$, the sheath amplitudes are already 10% too low at $\omega=0.13\,\omega_p$. They diverge at the series resonance $\varepsilon_b=-5$, $\omega=\omega_p/\sqrt6=0.41\,\omega_p$. The neglect stays wrong at all higher frequencies, where $|\varepsilon_b|<5$.

### (d) Self-bias

The full sheath voltages contain mean values $U_1$ and $U_2$:

$$u_1=U_1-V_1\cos\omega t,\qquad u_2=U_2+V_2\cos\omega t.$$

In a periodic state the charge on the blocking capacitor returns to its starting value after each cycle. The mean current to electrode 1 is therefore zero. The mean current to electrode 2 is zero too, because the plasma gains no net charge and there is no other collecting wall.

A positive $u_k$ drives ions to the electrode and repels electrons. The electron charge needed to balance the ions can arrive in sufficient amount when $u_k$ is near its minimum, $U_k-V_k$. If this minimum were many times $T$ above zero, too few electrons would arrive. If it were far below zero, too many would. To leading order, for $V_k\gg T$, the minimum is thus zero on the scale of $V_k$:

$$U_1\approx V_1,\qquad U_2\approx V_2.$$

The mean potential of electrode 1 is the mean of $u_2-u_1$, so

$$V_{\rm dc}=U_2-U_1\approx-(V_1-V_2)=-(375-125)\ \mathrm{V}=-250\ \mathrm{V}.$$

The sign is negative because the sheath at the driven electrode has the larger mean voltage. At this order the driven electrode swings between $-750\ \mathrm{V}$ and $+250\ \mathrm{V}$, while the plasma potential swings between 0 and 250 V. For equal thicknesses the result can also be written

$$V_{\rm dc}\approx-V\frac{A_2-A_1}{A_2+A_1},$$

which vanishes for equal areas and approaches $-V$ for a very large grounded electrode. In that limit $V_2\gg T$ no longer holds, so the formulas below for electrode 2 do not apply; the flux balance then gives $U_2=T\ln K$ and a bias of about $-490\ \mathrm{V}$.

For the correction, use the Boltzmann factor for electrons crossing a retarding voltage. Equal mean electron and ion fluxes require

$$K\left\langle e^{-u_k/T}\right\rangle=1,$$

where the brackets denote a cycle average. The sign of the cosine does not affect this average, since it amounts to a shift of half a cycle. With $\theta=\omega t$ for electrode 1, or $\theta=\omega t-\pi$ for electrode 2,

$$Ke^{-U_k/T}\,\frac1{2\pi}\int_{-\pi}^{\pi}e^{(V_k/T)\cos\theta}\,d\theta=1.$$

When $V_k\gg T$, the integrand is concentrated near $\theta=0$. There $\cos\theta\approx1-\theta^2/2$, and the limits can be extended to infinity with little error. The Gaussian integral is

$$\int_{-\infty}^{\infty}e^{-V_k\theta^2/(2T)}\,d\theta=\sqrt{\frac{2\pi T}{V_k}}.$$

Dividing by $2\pi$ turns this into $1/\sqrt{2\pi V_k/T}$, so the balance becomes

$$\frac{K\,e^{(V_k-U_k)/T}}{\sqrt{2\pi V_k/T}}\approx1.$$

Taking the logarithm and solving for $U_k$,

$$U_k\approx V_k+T\left[\ln K-\frac12\ln\frac{2\pi V_k}{T}\right].$$

For electrode 1 the correction is $3.0\,(5.30-3.33)\ \mathrm{V}=5.9\ \mathrm{V}$. For electrode 2 it is $3.0\,(5.30-2.78)\ \mathrm{V}$, or about 7.5 V. The means are therefore about 381 V and 133 V. Both minima are positive, so the sheath voltage is retarding throughout the cycle, as the Boltzmann factor requires. The factor also assumes that this voltage changes little while an electron crosses the sheath. For these parameters that is marginal: a crossing takes roughly 2 to 4 ns, while the collection pulse has half-width $\sqrt{T/V_k}/\omega$, about 1.0 ns at electrode 1 and 1.8 ns at electrode 2. The correction is larger at electrode 2 because its smaller oscillation keeps the voltage near the minimum for a larger fraction of the cycle. More electrons would then arrive unless the minimum were raised.

In the difference $U_2-U_1$ the terms in $\ln K$ cancel, leaving

$$V_{\rm dc}\approx-(V_1-V_2)+\frac T2\ln\frac{V_1}{V_2}.$$

Numerically,

$$V_{\rm dc}\approx-250\ \mathrm{V}+\frac{3.0\ \mathrm{V}}2\ln3=-248\ \mathrm{V}.$$

A direct numerical solution of the flux balance, without the Gaussian approximation, tests this formula and agrees to within 0.02 V. That agreement concerns the mathematics of the model, not the accuracy of the model for a real discharge.

### How far the sinusoidal model can be trusted

Part (a) omitted the charge carried by ions and electrons. Suppose the ion current density is $J=1.0\ \mathrm{A/m^2}$ at both electrodes. In one period, ions bring charge $J/f$ to each unit area. The capacitance per unit area is $\varepsilon_0/s$. Without electrons to restore the balance, each sheath voltage would fall in one period by

$$\Delta u=\frac{Js}{\varepsilon_0f}=\frac{(1.0)(0.0050)}{(8.854\times10^{-12})(13.56\times10^6)}\ \mathrm{V}=42\ \mathrm{V}.$$

The fall is the same in both sheaths, so it is compatible with a fixed voltage between the electrodes. It is 11% of $V_1$ and 33% of $V_2$. In the real cycle electrons restore the charge, so 42 V is a scale for the waveform distortion, not a calculated error in either amplitude. Integrating the charge balance over a cycle with the steady ion current and the Boltzmann electron currents included gives a distortion of about 25 V peak to peak, amplitudes of 378 V and 122 V, and a bias of $-255\ \mathrm{V}$. This shift of 7 V from the sinusoidal result is larger than the 1.6 V temperature correction and opposite in sign. For this current density and the prescribed fixed thicknesses, the sensible reading is a bias of roughly $-250\ \mathrm{V}$; the finer correction belongs to the idealised sinusoidal model. This distortion scale falls with smaller $J$, thinner sheaths or higher frequency.

The fixed thickness is a separate idealisation. The mean field is weak near the plasma edge, while the oscillating field is uniform across the sheath. During the half cycle in which the sheath voltage is below its mean, the total field next to the edge is therefore reversed and would draw electrons into the sheath. For a mean potential rising as $x^{4/3}$, the reversed region at the voltage minimum covers 35 to 40% of the thickness. In a real rf sheath the edge moves during the cycle for this reason, and the sheath waveforms are distorted even when $J$ is small. The linear capacitors show how the voltage divides for given thicknesses; they do not predict the bias of a particular reactor. For comparison, a sheath with a moving edge and the same uniform ion density at both electrodes has $u_k\propto(q_k/A_k)^2$, with $q_k$ the uncovered ion charge. Its leading-order bias is $-V(A_2^2-A_1^2)/(A_2^2+A_1^2)=-400\ \mathrm{V}$.

## Variation 1: unequal fixed thicknesses

*The areas and applied amplitude are unchanged, but the sheath at the small electrode is 8.0 mm thick and that at the large electrode is 4.0 mm thick. How does the voltage divide?*

The general ratio gives

$$\frac{V_1}{V_2}=\frac{A_2}{A_1}\frac{s_1}{s_2}=3\times\frac{8.0}{4.0}=6.$$

Since the amplitudes add to 500 V,

$$V_1=\frac67(500\ \mathrm{V})=429\ \mathrm{V},\qquad V_2=\frac17(500\ \mathrm{V})=71\ \mathrm{V}.$$

The leading-order bias becomes $-(428.6-71.4)\ \mathrm{V}=-357\ \mathrm{V}$, where one more digit of each amplitude has been kept before subtracting. Doubling the thickness ratio has doubled the voltage ratio. The field ratio is still 3, because continuity of displacement current fixes the fields through the areas; the thicker sheath turns its field into a larger voltage.

Thickness can also cancel the effect of area. If $s_1/s_2=A_1/A_2=1/3$, the capacitances are equal and each sheath takes 250 V. A smaller electrode therefore need not have the larger sheath voltage when the thicknesses are free to differ.

## Variation 2: thickness set by the mean voltage

*Instead of prescribing the thicknesses, let each follow the collisionless Child law with the same ion current density at both electrodes. Keep each thickness constant during the cycle, and use $U_k\approx V_k$. What is the new division?*

Let $\phi$ be the fall in mean potential from the plasma edge to a point in the sheath. An ion of mass $M$ that enters with negligible speed has

$$\frac12Mv^2=e\phi,\qquad v=\sqrt{\frac{2e\phi}{M}}.$$

Using the mean potential here assumes that ions respond to the mean field and not to its oscillation. The ion charge density is $J/v$. Because $\phi$ is a fall in potential, Poisson's equation has a positive right side:

$$\frac{d^2\phi}{dx^2}=\frac{J}{\varepsilon_0v}=\frac{a}{\sqrt\phi},\qquad a=\frac J{\varepsilon_0}\sqrt{\frac M{2e}}.$$

Multiply by $d\phi/dx$ and integrate from the edge, where both $\phi$ and the field are taken as zero:

$$\frac12\left(\frac{d\phi}{dx}\right)^2=2a\sqrt\phi,\qquad \frac{d\phi}{dx}=2\sqrt a\,\phi^{1/4}.$$

Separating variables and integrating across the sheath,

$$\int_0^U\phi^{-1/4}\,d\phi=\frac43U^{3/4}=2\sqrt a\,s,$$

so

$$s=\frac{2}{3\sqrt a}U^{3/4}.$$

For equal $J$ and the same ions, $a$ is the same at both electrodes. With $U_k\approx V_k$ and $r=V_1/V_2$, the thickness ratio is $r^{3/4}$. The capacitor division now reads

$$r=\frac{A_2}{A_1}r^{3/4}.$$

Dividing by $r^{3/4}$ gives $r^{1/4}=A_2/A_1$, and therefore

$$\frac{V_1}{V_2}=\left(\frac{A_2}{A_1}\right)^4=3^4=81.$$

The amplitudes would be

$$V_1=\frac{81}{82}(500\ \mathrm{V})=493.9\ \mathrm{V},\qquad V_2=\frac1{82}(500\ \mathrm{V})=6.1\ \mathrm{V}.$$

The change from 3 to 81 comes from feedback. A larger voltage thickens the sheath, which lowers its capacitance and raises its share of the voltage further. Numerical integration of Poisson's equation for ions entering with very small energy gives a thickness exponent of 0.750 and confirms the fourth-power division within this model.

The 6.1 V result is not a reliable prediction for the plasma in the problem. It is only about twice $T$, whereas the Child law without electrons and the replacement $U_2\approx V_2$ both require a sheath voltage much larger than $T$. If the mean voltages in $s\propto U^{3/4}$ are instead taken from the flux balance of part (d), the ratio drops from 81 to about 24 and $V_2$ rises to about 20 V. The variation shows how strongly the answer depends on what fixes the thickness.

It also shows what the original problem prescribes. With a voltage ratio of 3, the Child law at equal current density would make the first sheath $3^{3/4}=2.3$ times as thick as the second. The equal thicknesses used for the 375 V and 125 V division are thus a separate assumption, not a consequence of equal ion current densities. The main values from the solution and both variations are listed in the numerical output.

## Calculated quantities

```
Rf amplitude between electrodes: 500 V
Area of small electrode: 100 cm^2
Area of large electrode: 300 cm^2
Thickness of each sheath: 5.0 mm
Frequency: 13.56 MHz
Angular frequency: 8.5200e+07 rad/s
Vacuum permittivity: 8.8542e-12 F/m
Capacitance of small-electrode sheath: 17.71 pF
Capacitance of large-electrode sheath: 53.13 pF
Series capacitance: 13.28 pF
Rf current amplitude: 0.566 A
Small-electrode sheath amplitude: 375.0 V
Large-electrode sheath amplitude: 125.0 V
Amplitude ratio, small to large: 3.000 (no unit)
Bulk length: 50 mm
Plasma density: 5.0e+15 m^-3
Bulk relative permittivity: -2191 (no unit)
Field solution, small-electrode sheath: 375.86 V
Field solution, large-electrode sheath: 125.29 V
Field solution, signed bulk drop: -1.14 V
Unequal case, small-electrode thickness: 8.0 mm
Unequal case, large-electrode thickness: 4.0 mm
Unequal case, small-electrode amplitude: 428.6 V
Unequal case, large-electrode amplitude: 71.4 V
Electron temperature: 3.0 V
Electron-to-ion flux ratio: 200 (no unit)
Mean small-electrode sheath voltage: 380.90 V
Mean large-electrode sheath voltage: 132.55 V
Leading-order self-bias: -250.0 V
Temperature-corrected self-bias formula: -248.35 V
Self-bias from cycle balance: -248.35 V
Ion current density: 1.0 A/m^2
Unrestored ion-charge voltage change: 41.6 V/cycle
Child thickness exponent, numerical: 0.7499 (no unit)
Fourth-power amplitude ratio: 81 (no unit)
Child case, small-electrode amplitude: 493.9 V
Child case, large-electrode amplitude: 6.1 V
```
